Tunnelling Through a Silicide Contact with a Graded Doping Profile

A silicon layer has 2.0 × 10²⁰ active donors per cm³ at its surface and fewer at every greater depth. It meets a metal with a barrier of 0.60 eV. The familiar estimate exp(−φ/E00), evaluated with the surface doping, gives a transmission of 0.033 at the Fermi energy. Integrating the actual potential gives 0.048. This is odd: the estimate assumed more donors than the layer has, which should have made the barrier too thin and the transmission too large. Two errors of opposite sign are at work, and a sound scheme must remove both.

## What the simple law assumes

Let x be the depth below the metal, E(x) the conduction-band edge measured from the Fermi level, N(x) the active donor density and n the electron density. The bias is zero. The algebra uses atomic units, ħ = e = mₑ = 1, in which the permittivity is ε = ε_r/4π. An electron has charge −1, so E is minus the electrostatic potential plus a constant, and Poisson's equation reads

E″ = (N − n)/ε.

The simple law takes N uniform, sets n = 0 out to a depth w, and places the band edge at w on the Fermi level with zero slope. Two integrations give

E = N(w − x)²/(2ε),  φ = Nw²/(2ε).

An electron at the Fermi energy, with mass m along x and no transverse energy, decays at the rate q = √(2mE). The WKB transmission is T = exp(−S), where

S = 2∫₀ʷ √(2mE) dx = 2√(mN/ε) ∫₀ʷ (w − x) dx = √(mN/ε) w².

Inserting w² = 2εφ/N gives

S = 2φ√(mε/N) = φ/E00,  E00 = ½√(N/(mε)).

Within WKB and these assumptions the law is exact. But at 10²⁰ cm⁻³ the band edge in neutral silicon is well below the Fermi level, and in the graded layer N is not one number.

## The first repair: electrons behind the barrier

At zero temperature, in a local-density (Thomas-Fermi) description with parabolic valleys, electrons fill each valley up to the Fermi level wherever E < 0. A filled ellipsoid with masses m₁, m₂, m₃ has k-space volume (4π/3)(−2E)^(3/2)√(m₁m₂m₃). Multiplying by 2/(2π)³ for spin and state density, and by six for the valleys of silicon, gives

n = C(−E)^(3/2) for E < 0,  n = 0 for E ≥ 0,
C = 2(2m_d)^(3/2)/π²,  m_d = (m₁m₂m₃)^(1/3).

Take N uniform first. Deep inside, n = N, so E = −ζ with Cζ^(3/2) = N. Multiply Poisson's equation by E′; the left side becomes the derivative of E′²/2. Integrating from the neutral interior, where E′ = 0, to a point with E > 0 gives

E′²/2 = (1/ε)[N(E + ζ) − ∫₋ζ⁰ C(−y)^(3/2) dy].

The last integral is (2/5)Cζ^(5/2) = (2/5)Nζ. Hence

E′² = (2N/ε)(E + s),  s = 3ζ/5.

In the forbidden region the band edge is still a parabola, but its vertex, continued past the turning point, lies s below the Fermi level. Full depletion down to −ζ would have given s = ζ; the electrons screen away two fifths of that.

Now use E instead of x as the integration variable. Since E falls with depth, dx = −dE/√(2N(E + s)/ε), and

S = 2∫₀^φ √(2mE)/√(2N(E + s)/ε) dE = (1/E00) ∫₀^φ √(E/(E + s)) dE.

The integrand is below one for s > 0, so the simple law underestimates T at fixed N and φ. Physically, the potential reaches the Fermi level with a finite slope instead of flattening there, which cuts off the long, low foot of the barrier. With E = s sinh²t, the root is tanh t and dE = 2s sinh t cosh t dt. The integral is then ∫2s sinh²t dt = s(sinh t cosh t − t), so

S = [√(φ(φ + s)) − s arcsinh√(φ/s)]/E00.

For a uniform 1.0 × 10²⁰ cm⁻³, with m = 0.19, ε_r = 11.7 and φ = 0.60 eV, E00 = 0.1245 eV and ζ = 0.0741 eV, so s = 0.0445 eV. The two terms in the bracket are 0.6218 and 0.0895 eV, and S = 0.5323/0.1245 = 4.28. The simple law has 4.82.

## Two limits that must not be confused

For s much smaller than φ, √(φ(φ + s)) = φ + s/2 and arcsinh√(φ/s) = ½ ln(4φ/s), with corrections that contribute only at order s²/φ to the bracket. Therefore

S = φ/E00 − (s/2E00)[ln(4φ/s) − 1] + O(s²/(φE00)).

If s → 0 at fixed N and φ, the correction vanishes and T → exp(−φ/E00). This limit can be imposed on the numerical solution by multiplying C by a large factor: the electrons then fit into a thinner energy layer while the donors stay unchanged. For factors 1, 30 and 1000, the computed S is 4.275, 4.721 and 4.805, or 0.887, 0.980 and 0.997 of φ/E00. That confirms the law at its proper condition, a bulk band edge on the Fermi level.

Raising the barrier at fixed doping is a different limit. The ratio of S to φ/E00 tends to one, but the logarithm in S keeps growing, and

T/exp(−φ/E00) → (4φ/(e·s))^(s/2E00),

where e here is the base of natural logarithms. The computed ratio is 1.72 at 0.60 eV and 1.94 at 1.20 eV. The second value is only a formal test of the limit: a barrier larger than silicon's gap of 1.12 eV would also draw holes to the contact, and the model has none. An exponent with a small relative error can still leave a growing factor in the transmission.

## The second repair: the graded profile

In a graded layer there is no single ζ and no first integral of the above form. A depletion scheme would have to guess both the edge of the depleted region and the slope there. It is safer to let the electrons decide, by solving Poisson's equation with n(E) included over a length that ends in neutral material.

The input is a table of active doping against depth. The values here are round numbers standing in for a measurement: 2.0, 1.9, 1.7, 1.45, 1.2, 1.0, 0.7, 0.5 and 0.4 × 10²⁰ cm⁻³ at 0, 1, 2, 3, 4, 5, 7, 10 and 15 nm, constant beyond. Between entries ln N is taken as linear, which keeps N positive. On a grid of step h the equations to be solved are

Gᵢ = −(Eᵢ₊₁ − 2Eᵢ + Eᵢ₋₁)/h² + (Nᵢ − n(Eᵢ))/ε = 0,

with E = φ at the contact and equal values at the last two points, 24 nm deep. Newton's method solves A δ = −G for the change δ of E, where A is the tridiagonal derivative matrix. Its diagonal contains −n′(Eᵢ)/ε, which is never negative because n falls as E rises.

This sign makes the scheme reliable. Suppose Az ≥ 0 at every point and z = 0 at the contact. If z had a negative minimum, the second-difference term and the diagonal term would both be non-positive there. Both would have to vanish, so the neighbours would share the same negative value, and so on back to the contact, where z = 0. That is a contradiction, so z ≥ 0.

Next, n(E) is convex, so G is concave and lies below its tangent. Let E* be the solution and E⁺ the Newton iterate obtained from E. The tangent at E vanishes at E⁺, so

0 = G(E*) ≤ G(E) + A(E* − E) = A(E* − E⁺),

and E⁺ ≤ E*. The same tangent bound evaluated at E⁺ gives G(E⁺) ≤ 0, so the next change is upward. After the first step the iterates rise towards the solution and cannot overshoot it, apart from rounding. The neutral profile, E = −ζ(N(x)) with the contact value set to φ, is a convenient start.

The argument also orders the solutions. Let profile 2 have at least as many donors as profile 1 at every depth. Subtract their equations and replace n′ by the difference quotient of n, which has the same sign. The resulting matrix acting on E₁ − E₂ gives (N₂ − N₁)/ε ≥ 0, hence E₁ ≥ E₂ everywhere. Fewer donors anywhere cannot lower the barrier at any depth. Upper and lower envelopes of a measured profile therefore bracket T within this model, at fixed φ.

## Integrating up to the turning point

Near the turning point x_t the band edge is roughly linear, so √E has infinite slope there and an ordinary quadrature rule converges slowly. Put x = x_t(1 − u²). Then dx = −2x_t u du, and

S = 4x_t ∫₀¹ u √(2mE(x_t(1 − u²))) du.

Now E is proportional to u² near u = 0, the root is proportional to u, and the integrand starts smoothly as u². Gauss quadrature handles it well.

For the graded layer the band edge falls from 0.600 eV at the contact to 0.326 eV at 0.5 nm and 0.127 eV at 1.0 nm. It crosses the Fermi level at x_t = 1.50 nm. The contact field is 6.26 MV/cm. Shooting from the contact, with the initial slope adjusted until the solution runs away neither upward nor downward, gives the same field to the printed digits. The action is S = 3.04, unchanged to four decimals when the grid step is doubled from 0.01 nm, and T = exp(−3.04) = 0.048.

The opening puzzle can now be split into its parts. At the surface doping E00 = 0.176 eV, and the simple law gives exp(−0.600/0.1761) = 0.033. Keeping this doping uniform but including the electrons raises T to 0.056, a factor of 1.69. Restoring the graded profile lowers it to 0.048, a factor of 0.85, with the sign the ordering argument requires. The product is 1.44. The uniform doping with the same transmission is 1.82 × 10²⁰ cm⁻³.

The barrier ends before the third table entry. Deeper donors act on it only through the field they help to set, so a profile measurement that cannot resolve the first two nanometres leaves the main input uncertain. Raising N by 10% at all depths, with φ fixed, multiplies T by 1.19. Scaling S as N^(−1/2) would give 1.15; in the uniform formula a larger s also reduces S, which acts in the same direction. Lowering φ by 0.05 eV at fixed doping multiplies T by 1.34.

## From transmission to contact resistivity

Transverse momentum is assumed conserved, with metal states available for every valley. Let W be the total energy, measured from the Fermi level, and E_x the part of it left after subtracting the transverse kinetic energy ε∥. The action at E_x uses E(x) − E_x in place of E(x). Along x, velocity times dk_x equals dE_x, so each transverse state contributes ∫T(E_x)(−df/dW) dE_x/2π to the linear conductance, f being the Fermi function. For transverse masses m_y and m_z, the ellipse of energy ε∥ has k-space area 2π√(m_y m_z) ε∥. The number of transverse states per area and energy, without spin, is thus m∥/2π with m∥ = √(m_y m_z). Since ∫₀^∞ (−f′(E_x + ε∥)) dε∥ = f(E_x), the conductance per area in ordinary units is

G/A = Σ_valleys (2e²/h)(m∥/2πħ²) ∫ T(E_x) f(E_x) dE_x.

On a (100) face four valleys have m = 0.19 along x and m∥ = √(0.19 × 0.916) = 0.417; two have m = 0.916 and m∥ = 0.19. At zero temperature the contact resistivity A/G is 1.5 × 10⁻⁸ Ω cm². The heavy valleys carry 0.4% of the conductance, mainly because their action at the Fermi energy is larger by √(0.916/0.19) = 2.2; they are also fewer and have a smaller m∥.

The integral starts at the lowest band edge, −0.088 eV at 3.1 nm. Farther in, the edge rises to −0.040 eV as the doping falls, so the lowest states are confined near the surface. Counting them assumes that current arriving sideways through the layer keeps them filled, and it treats their energies as continuous. This matters: they supply more than a third of the computed conductance, and since the well holds only one level of the light mass, near −0.055 eV, that share is rough.

## How good is the exponential?

WKB without a prefactor ignores the velocity mismatch at the metal. Let v_m be the metal velocity and v_c = √(2φ/m) the decay rate at the contact divided by m. Continuity of ψ and of ψ′/m gives an incident amplitude a with |a|² = ¼|ψ(0)|²(1 + v_c²/v_m²). If the turning point is smooth and isolated, the usual connection formula gives a transmitted flux v_c|ψ(0)|² exp(−S). Dividing by the incident flux v_m|a|² yields

T = [4v_c v_m/(v_c² + v_m²)] exp(−S).

For a free-electron metal with 10 eV of kinetic energy along x, v_c/v_m = √(0.60/(0.19 × 10)) = 0.56 and the prefactor is 1.71. This is an illustrative value: the light valleys are centred at large transverse momentum, and the energy of that motion in the metal comes on top of the 10 eV. Solving the wave equation in the graded potential gives T = 0.086, or 1.81 times the bare exponential. Such closeness was not guaranteed: in the uniform example s is smaller than E00, so the potential is not close to linear over the distance that the connection formula needs. The exponent itself can be tested by changing the barrier. From 0.60 to 0.90 eV at a uniform 10²⁰ cm⁻³, ln T changes by −2.20 in the wave equation and by −2.25 in WKB with the prefactor.

## Beside a real contact

The barrier and doping are rough values for a titanium silicide contact on phosphorus-doped silicon, and good modern contacts have resistivities of very roughly 10⁻⁹ to 10⁻⁸ Ω cm². The computed value is slightly above that range. A classical image force with the bulk permittivity lowers the barrier top by 0.27 eV and multiplies the bare T by 2.0. The lowered top then lies only 0.24 nm from the metal, about one silicon bond length, where this description is unreliable, so the factor is a rough estimate. A two-band decay law with q² = 2mE(1 − E/1.12 eV) gives a factor of 1.6, though silicon's indirect gap makes this only an estimate. These factors and the velocity prefactor each refer to the same bare WKB value and should not simply be multiplied together; each points to a lower resistivity.

At 300 K, thermal screening reduces T at the Fermi energy by 8%, yet the resistivity falls to 1.4 × 10⁻⁸ Ω cm². A likely reason, not separated in the calculation, is that occupied states above the Fermi level see a thinner barrier. The contact field is far above silicon's bulk breakdown field, roughly 0.3 MV/cm, but at zero bias the band edge drops by at most 0.69 eV, less than the gap, so an electron crossing it cannot gain the energy to create a pair.

The local-density description of the electrons is also strained: their wavelengths at the Fermi level, roughly 4 to 10 nm where the band edge is lowest and longer elsewhere, exceed the width of the barrier, so the density near the turning point cannot follow the band edge as closely as assumed. The electrons are also taken as non-interacting. The quantity s = 3ζ/5 is the kinetic energy per electron of the neutral gas. A local exchange potential V_x, part of the band-gap narrowing of heavily doped silicon, changes it to about 3ζ/5 − ¾|V_x|. At 2.0 × 10²⁰ cm⁻³, |V_x| is roughly 0.04 eV, which lowers s from 0.071 to about 0.043 eV and the factor 1.69 to about 1.45. This correction reduces T, so the size of the first repair in real silicon is less certain than its digits suggest.

The assumption hardest to defend is smooth donor charge. The mean donor spacing at the surface is 1.7 nm, wider than the barrier, and a cube with the barrier's width as its side holds 0.7 donors on average. The local transmission must then vary across the contact, by an amount this one-dimensional model cannot give. The numerical output follows.

Values computed for the example and the checks

```
INPUTS
barrier 0.60 eV; relative permittivity 11.7; gap 1.12 eV
masses: light 0.19, heavy 0.916, density-of-states 0.3210 m_e
metal band depth 10.0 eV; temperature 300 K
depth (nm): 0 1 2 3 4 5 7 10 15
active doping (1e20 cm^-3): 2.00 1.90 1.70 1.45 1.20 1.00 0.70 0.50 0.40
grid step 0.010 nm, length 24 nm
UNIFORM DOPING
doping 1.00 x 1e20 cm^-3; E00 0.1245 eV
barrier/E00 4.8183; exp(-barrier/E00) 0.00808
state-density factor, Fermi depth (eV), S, S*E00/barrier:
       1  0.07413  4.2750  0.8872
      30  0.00768  4.7210  0.9798
    1000  0.00074  4.8047  0.9972
T / exp(-barrier/E00) at barrier 0.6 eV: 1.722
T / exp(-barrier/E00) at barrier 1.2 eV: 1.939
change of ln T, barrier 0.6 to 0.9 eV: wave equation -2.201
  same from WKB with contact prefactor: -2.250
NONUNIFORM PROFILE, ZERO TEMPERATURE
  band edge at  0.0 nm:   0.6000 eV
  band edge at  0.5 nm:   0.3256 eV
  band edge at  1.0 nm:   0.1265 eV
  band edge at  1.5 nm:   0.0005 eV
  band edge at  2.0 nm:  -0.0602 eV
  band edge at  3.0 nm:  -0.0877 eV
  band edge at  5.0 nm:  -0.0744 eV
  band edge at 10.0 nm:  -0.0474 eV
  band edge at 20.0 nm:  -0.0402 eV
lowest band edge -0.0878 eV at 3.10 nm
contact field 6.256 MV/cm; by shooting 6.256 MV/cm
turning point 1.503 nm
action S 3.0415 (double grid step: 3.0415)
transmission T 0.04776
equivalent uniform doping 1.824 x 1e20 cm^-3
E00 at surface doping 0.1761 eV
T, uniform surface doping, closed form 0.05592
T, exp(-barrier/E00) at surface doping 0.03314
T factor for 10% more doping 1.188
T factor for barrier lower by 0.05 eV 1.335
contact resistivity, 0 K 1.501e-08 ohm cm^2
SIZES OF NEGLECTED EFFECTS
contact resistivity, 300 K 1.378e-08 ohm cm^2
T factor at Fermi energy from warm screening 0.916
heavy-valley share of conductance, 0 K 0.374 %
one-valley conductance: integral 1.8040e+07, mode sum 1.8039e+07 S/cm^2
image-force lowering 0.269 eV; T factor 2.03
two-band gap dispersion: T factor 1.62
wave-equation T 0.08640; ratio to WKB 1.809
mean donor spacing at surface 1.71 nm
donors in a cube of side = turning point 0.68
```
